# Capillary Chemical-Potential Excess of a Thin Silver Filament

## Problem

In an electrochemical metallization memory cell, a thin silver filament can join two electrodes through an insulating film. Model it as a circular cylinder of radius \(r=1\) nm and length \(L=5\) nm, with surface energy \(\gamma=1.2\ \mathrm{J/m^2}\) and atomic volume \(\Omega=0.0171\ \mathrm{nm^3}\).

How much higher is the chemical potential of silver on the filament wall than that of silver in a large crystal with a flat surface? What does the difference imply for the stability of the filament?

The chemical potential is the energy change per added atom, with the length held fixed by the electrodes. Three assumptions define the model:

- The surface energy \(\gamma\) is the same for all surface orientations and does not depend on curvature.
- The metal is a continuum with a fixed volume per atom.
- The end contacts contribute nothing.

Lengths are in nm and energies in eV. In these units \(\gamma=7.490\ \mathrm{eV/nm^2}\).

## First estimate by scaling

The side wall has an area of order \(rL\), and the number of atoms is of order \(r^2L/\Omega\). The surface energy per atom is therefore of order

\[
\frac{\gamma\, rL}{r^2L/\Omega}=\frac{\gamma\Omega}{r}.
\]

The length cancels, and the excess should grow as the filament becomes thinner. Scaling does not supply the numerical factor. One way to guess it is to share the whole wall energy equally among the atoms. With

\[
E=2\pi rL\gamma,\qquad N=\frac{\pi r^2L}{\Omega},
\]

the filament has \(N\approx919\) atoms and a wall energy \(E\approx235.3\) eV, so that

\[
\frac{E}{N}=\frac{2\gamma\Omega}{r}\approx0.256\ \mathrm{eV}.
\]

This is a mean energy. The problem asks for a marginal energy, the change when one more atom is added, and the two need not agree.

## Exact solution of the model

### Adding atoms at fixed length

The flat crystal sets the zero. Adding a uniform layer to a flat face moves the face outward without changing its area, so each atom brings its bulk energy and no surface energy.

On the cylinder, the same process widens the wall. At fixed \(L\),

\[
dE=2\pi L\gamma\,dr,\qquad dN=\frac{2\pi rL}{\Omega}\,dr .
\]

The bulk energy per atom is common to both cases and cancels in the difference. The excess is therefore

\[
\Delta\mu=\left(\frac{\partial E}{\partial N}\right)_L
=\frac{2\pi L\gamma}{2\pi rL/\Omega}
=\frac{\gamma\Omega}{r}.
\]

The numbers give

\[
\Delta\mu=\frac{7.490\times0.0171}{1.0}\ \mathrm{eV}
\approx0.128\ \mathrm{eV},
\]

or about 0.13 eV per atom, which is \(2.05\times10^{-20}\) J.

### A deposit at one place on the wall

Atoms need not arrive uniformly. Let the wall be at \(R(\theta,z)=r+h(\theta,z)\), where \(h\) is a small, smooth height that vanishes at the ends. The area and volume are

\[
A=\int\!\sqrt{R^2(1+R_z^2)+R_\theta^2}\;d\theta\,dz,\qquad
V=\int\frac{R^2}{2}\,d\theta\,dz ,
\]

where subscripts denote derivatives. The slopes \(R_z=h_z\) and \(R_\theta=h_\theta\) appear squared, so they contribute only at second order in \(h\). To first order the square root is \(r+h\), and \(R^2/2\) is \(r^2/2+rh\). Hence

\[
\delta A=\int h\,d\theta\,dz,\qquad
\delta V=r\int h\,d\theta\,dz,\qquad
\frac{\delta A}{\delta V}=\frac1r .
\]

A volume \(\delta V\) holds \(\delta V/\Omega\) atoms, so the energy per added atom is again \(\gamma\Omega/r\). Within the continuum model, the result is a local property of the wall and does not depend on the shape of a small, smooth deposit.

## Comparison of the two

The scaling form \(\gamma\Omega/r\) is right, and its factor is one. The equal-sharing guess is too large by a factor of two. To see why, eliminate the radius with \(r=\sqrt{N\Omega/(\pi L)}\):

\[
E=2\pi L\gamma\sqrt{\frac{N\Omega}{\pi L}}
=2\gamma\sqrt{\pi\Omega NL}.
\]

At fixed length \(E\propto N^{1/2}\), so \(\partial E/\partial N=E/(2N)\). Each new atom adds less wall area than the average atom already present accounts for. Evaluating this energy for 919 atoms and again with one atom removed gives a difference of 0.1281 eV, equal to the derivative at the digits shown.

The larger value does describe another process, lengthening the cylinder at fixed radius. The same energy function gives the axial force

\[
F=\left(\frac{\partial E}{\partial L}\right)_N
=\gamma\sqrt{\frac{\pi\Omega N}{L}}
=\pi r\gamma ,
\]

where the last step uses \(\Omega N/L=\pi r^2\). Its value is 23.5 eV/nm, or 3.8 nN. The energy rises with length, so the surface pulls the ends together. Lengthening by \(dL\) at fixed \(r\) needs \(dN=\pi r^2dL/\Omega\) atoms, and the work against the force, per added atom, is

\[
\frac{F\,dL}{dN}=\pi r\gamma\,\frac{\Omega}{\pi r^2}=\frac{\gamma\Omega}{r}.
\]

Added to \(\Delta\mu\), this gives \(2\gamma\Omega/r\). The second half is mechanical work and is not part of the chemical potential at fixed length.

## What the excess implies

A positive \(\Delta\mu\) means that moving an atom from the filament wall to a large flat silver crystal lowers the free energy. The filament therefore has a thermodynamic drive to dissolve if silver can travel between the two. How long it survives depends also on the barriers for detachment and transport, which this calculation does not contain.

Suppose that neutral silver atoms dissolve in the surrounding film as a dilute ideal solution. Their chemical potential then contains the term \(k_BT\ln c\), where \(c\) is their concentration. Equating it to the chemical potential of the filament, and then to that of the flat crystal, and subtracting gives

\[
\frac{c_{\rm filament}}{c_{\rm flat}}
=\exp\!\left(\frac{\Delta\mu}{k_BT}\right).
\]

At 300 K, where \(k_BT=0.02585\) eV, the ratio is about 140. At 358 K it is about 64 if \(\gamma\) is held fixed. The fall concerns the ratio alone; the concentration beside flat silver also depends on temperature.

For the electrode reaction \(\mathrm{Ag}\rightleftharpoons\mathrm{Ag^+}+e^-\), equilibrium requires the chemical potential of silver to equal the sum of the electrochemical potentials of the ion and the electron. With the ion's value held fixed, the electron's must rise by \(\Delta\mu\). Because the electron has charge \(-e\), the equilibrium electrode potential changes by

\[
\Delta\phi=-\frac{\Delta\mu}{e}\approx-0.13\ \mathrm{V}.
\]

The filament can thus begin to oxidize at a potential about 0.13 V lower than flat silver in contact with the same ions.

The excess vanishes as \(r\to\infty\), as it must for a flat surface. Its slope, \(d\Delta\mu/dr=-\gamma\Omega/r^2\), is negative. If two filaments with the same \(\gamma\) exchange silver, the thinner one has the higher chemical potential and feeds the thicker one. The difference between them then grows.

## Where the model bends

**Crystal anisotropy.** Let \(\gamma\) depend on the angle \(\varphi\) of the surface normal. For a circular section with a small deposit \(h(\theta)\), the normal turns to \(\varphi\approx\theta-h'/r\). To first order, the change in energy per length is

\[
\frac{\delta E}{L}=\int(\gamma h-\gamma'h')\,d\theta
=\int(\gamma+\gamma'')\,h\,d\theta ,
\]

after integration by parts around the closed contour. Locally, \(\gamma+\gamma''\) replaces \(\gamma\). For \(\gamma(\theta)=\gamma_0(1+\varepsilon\cos4\theta)\), two derivatives bring a factor \(-16\), so

\[
\gamma+\gamma''=\gamma_0(1-15\varepsilon\cos4\theta).
\]

An assumed \(\varepsilon=2\,\%\) spreads the local excess from 0.090 to 0.166 eV, which is 30 % either way. Uniform growth averages the cosine to zero and recovers 0.128 eV. A truly faceted wall lies outside this smooth description.

**Atomic layers.** Removing a whole layer of thickness \(d\) releases the energy \(2\pi L\gamma d\) and \(\pi L[r^2-(r-d)^2]/\Omega=\pi L(2r-d)d/\Omega\) atoms. The average excess is

\[
\overline{\Delta\mu}=\frac{2\gamma\Omega}{2r-d}
=\frac{\gamma\Omega}{r-d/2}.
\]

With \(d=\Omega^{1/3}=0.258\) nm this is 0.147 eV, 15 % above the value at the initial radius. Single atoms vary more. A rough cohesive energy of 3 eV, shared among six bonds per atom, gives 0.5 eV per bond. This pair count is too large for a metal, where the remaining bonds strengthen as neighbours are lost: it would put the vacancy energy at 3 eV, about three times the value in silver. A many-body potential for silver gives steps of roughly 0.2 to 0.3 eV per bond for low-coordination wall sites. Such sites still differ by more than \(\Delta\mu\), which describes an average over many sites.

**End contacts.** If each end costs a net energy \(\gamma_{\rm e}\) per area, the two ends add \(2\pi r^2\gamma_{\rm e}\). Dividing its derivative \(4\pi r\gamma_{\rm e}\) by \(dN/dr=2\pi rL/\Omega\) gives \(2\gamma_{\rm e}\Omega/L\). For an assumed \(0.3\ \mathrm{J/m^2}\) this is 0.013 eV, a tenth of the result. A negative \(\gamma_{\rm e}\) would reverse its sign.

**Curvature.** A correction \(\gamma(1-\delta/r)\), with \(\delta\) a constant length, changes the wall energy to \(2\pi L\gamma(r-\delta)\). The added term is constant, so it drops out of \(\Delta\mu\). A bending energy \(k/(2r^2)\) per area adds \(\pi kL/r\) to the wall energy and hence \(-k\Omega/(2r^3)\) to the excess. For the assumed scale \(k=\gamma d^2\approx0.50\) eV, this is \(-0.004\) eV.

**Compression and warming.** In a liquid cylinder, the work \(P\,2\pi rL\,dr\) balances \(2\pi L\gamma\,dr\), giving \(P=\gamma/r=1.2\) GPa. The product \(P\Omega\) is again \(\Delta\mu\). Letting the atomic volume shrink as \(\Omega(1-P/B)\) and integrating over pressure adds \(-\Omega P^2/(2B)\), or \(-0.0008\) eV for a rough bulk modulus \(B=100\) GPa, with \(r\) taken as the compressed radius. If the number of atoms is held fixed instead, the shrinking radius cancels this term to the same order. In a solid, surface stress and surface energy differ, so this indicates only the size of the effect. A rough surface-energy slope of \(-2\times10^{-4}\ \mathrm{J/(m^2\,K)}\) lowers the excess by 0.001 eV between 300 and 358 K.

## The real memory cell

The value \(1.2\ \mathrm{J/m^2}\) is a rough typical one for a free silver surface, and a radius near 1 nm represents a very thin filament. In a device, the filament usually touches a solid electrolyte or an oxide, so the free-surface assumption fails. If the matrix follows the moving wall without stress, the relevant quantity is the silver–matrix interface energy, which depends on the material and its bonding to silver. A rigid matrix adds elastic energy, or is left with a void when silver departs, and the simple formula then no longer suffices. For a matrix that follows without stress, an interface energy of half the free-surface value, with \(r\) and \(\Omega\) unchanged, would give an excess of 0.064 eV. Real filaments also need not be uniform cylinders; where the radius varies over lengths much greater than \(2\pi r\), the excess is close to \(\gamma\Omega/r\) and is largest at the narrowest part, which is then the favoured place for dissolution if transport is equally easy everywhere. For a small sinusoidal ripple of wavelength below \(2\pi r\approx6.3\) nm, the curvature along the axis outweighs the smaller radius, and the neck has the lower excess. A shallow full ripple within the 5 nm filament is of this second kind. A single neck between the pinned ends is half a ripple of wavelength 10 nm, longer than \(2\pi r\), and its neck has the higher excess; so does the neck of a full 5 nm ripple once its amplitude exceeds about 0.6 nm. The numerical output lists the inputs and the separate corrections. For the idealized filament with a free surface, the excess is 0.13 eV. In a device even the first digit can change, because the excess is proportional to the interface energy and varies from site to site with the atomic structure of the wall.

## Values computed for the example and the checks

```
Radius: 1.0 nm
Chosen filament length: 5.0 nm
Surface energy: 1.20 J/m^2
Surface energy, converted: 7.490 eV/nm^2
Atomic volume: 0.0171 nm^3
Atoms in filament: 919
Side-wall energy: 235.3 eV
Chemical-potential excess: 0.1281 eV
Same excess: 2.052e-20 J
Excess in Hartree: 0.00471 Ha
Energy change on removing one atom: 0.1281 eV
Mean surface energy per atom: 0.2562 eV
Cost per atom, lengthening at fixed radius: 0.2562 eV
Axial force: 23.53 eV/nm
Axial force, converted: 3.77 nN
Liquid-like capillary pressure: 1.20 GPa
Thermal energy at 300 K: 0.02585 eV
Concentration ratio at 300 K: 141.8
Thermal energy at 358 K: 0.03085 eV
Concentration ratio at 358 K: 63.5
Equilibrium potential shift, Ag/Ag+: -0.1281 V
Excess if interface energy is halved: 0.0640 eV
Assumed fourfold anisotropy: 2.0 %
Lowest local excess, anisotropic: 0.0897 eV
Highest local excess, anisotropic: 0.1665 eV
Layer thickness (cube root of atomic volume): 0.258 nm
Average excess over one removed layer: 0.1470 eV
Rough cohesive energy: 3.0 eV
Rough bond scale, cohesive energy / 6: 0.5 eV
Assumed net end-contact energy: 0.3 J/m^2
End-contact correction: 0.0128 eV
Assumed bending coefficient: 0.497 eV
Bending correction: -0.0043 eV
Rough bulk modulus: 100 GPa
Compression correction: -0.00077 eV
Rough surface-energy slope: -2.0e-04 J/(m^2 K)
Correction for warming 300 to 358 K: -0.0012 eV
```
